# Spinor generators, chirality and the double cover of the Lorentz group

## 1. Definitions and conventions

The metric is \(g=\mathrm{diag}(1,-1,-1,-1)\), and \(\hbar=c=1\). Greek indices run over 0,1,2,3 and Latin indices over 1,2,3; repeated indices are summed. The Dirac matrices are \(4\times4\) matrices that satisfy

\[
\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu},\qquad
\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3 .
\]

The spinor generators are

\[
S^{\mu\nu}=\tfrac{i}{4}[\gamma^\mu,\gamma^\nu]
=\tfrac{i}{2}(\gamma^\mu\gamma^\nu-g^{\mu\nu}), \tag{1}
\]

where the second form follows from \(\gamma^\nu\gamma^\mu=2g^{\mu\nu}-\gamma^\mu\gamma^\nu\). Transformations are active: they move the physical system, not the axes.

SL(2,C) is the group of complex \(2\times2\) matrices with determinant 1. The proper orthochronous Lorentz group consists of the real matrices \(\Lambda\) with \(\Lambda^Tg\Lambda=g\), \(\det\Lambda=1\) and \(\Lambda^0{}_0\ge1\).

The claims are that the \(S^{\mu\nu}\) obey the Lorentz algebra, that the eigenspaces of \(\gamma_5\) carry the representations (1/2,0) and (0,1/2), and that the matrices acting on one eigenspace form SL(2,C), which covers the proper orthochronous group twice. Spinors thus represent SL(2,C); they represent the Lorentz group only up to a sign.

## 2. The Lorentz algebra

Moving \(\gamma^\mu\) to the right through two factors gives

\[
\gamma^\mu\gamma^\alpha\gamma^\beta
=2g^{\mu\alpha}\gamma^\beta-\gamma^\alpha\gamma^\mu\gamma^\beta
=2g^{\mu\alpha}\gamma^\beta-2g^{\mu\beta}\gamma^\alpha+\gamma^\alpha\gamma^\beta\gamma^\mu .
\]

Subtract the last term and multiply by \(i/2\). The metric term in (1) commutes with everything, so

\[
[\gamma^\mu,S^{\alpha\beta}]=i(g^{\mu\alpha}\gamma^\beta-g^{\mu\beta}\gamma^\alpha)
=(V^{\alpha\beta})^\mu{}_\nu\gamma^\nu, \tag{2}
\]
\[
(V^{\alpha\beta})^\mu{}_\nu=i(g^{\alpha\mu}\delta^\beta_\nu-g^{\beta\mu}\delta^\alpha_\nu).
\]

Now use \([X,YZ]=[X,Y]Z+Y[X,Z]\), with (2) for each factor. Reversing the commutator in (2) turns its prefactor \(i\) into \(-i\), and \((i/2)(-i)=1/2\):

\[
[S^{\mu\nu},S^{\alpha\beta}]
=\tfrac12\big(g^{\alpha\mu}\gamma^\nu\gamma^\beta-g^{\alpha\nu}\gamma^\mu\gamma^\beta
+g^{\beta\mu}\gamma^\alpha\gamma^\nu-g^{\beta\nu}\gamma^\alpha\gamma^\mu\big).
\]

By (1), \(\gamma^\nu\gamma^\beta=g^{\nu\beta}-2iS^{\nu\beta}\). The four products of two metrics are \(g^{\alpha\mu}g^{\nu\beta}-g^{\alpha\nu}g^{\mu\beta}+g^{\beta\mu}g^{\alpha\nu}-g^{\beta\nu}g^{\alpha\mu}=0\). With \(S^{\alpha\nu}=-S^{\nu\alpha}\), the remainder is

\[
[S^{\mu\nu},S^{\alpha\beta}]=i\big(g^{\nu\alpha}S^{\mu\beta}-g^{\mu\alpha}S^{\nu\beta}
-g^{\nu\beta}S^{\mu\alpha}+g^{\mu\beta}S^{\nu\alpha}\big). \tag{3}
\]

This is the Lorentz algebra. The matrices \(V\), which act on four-vectors, obey it too. Let \(a,b\) each stand for an index pair. The Jacobi identity reads

\[
[[\gamma^\mu,S_a],S_b]-[[\gamma^\mu,S_b],S_a]=[\gamma^\mu,[S_a,S_b]].
\]

By (2) the left side is \(([V_a,V_b])^\mu{}_\nu\gamma^\nu\). The right side is the combination of \(V\)'s with the coefficients of (3), applied to \(\gamma^\nu\). The \(\gamma^\nu\) are linearly independent, because \(\mathrm{tr}\,\gamma^\mu\gamma^\nu=4g^{\mu\nu}\), so the coefficients agree.

## 3. Rotations, boosts and two commuting spins

Define \(J^i=\tfrac12\epsilon^{ijk}S^{jk}\) and \(K^i=S^{0i}\), so that \(J^3=S^{12}\) and cyclically. Equation (3) gives

\[
[J^1,J^2]=[S^{23},S^{31}]=ig^{33}S^{21}=iJ^3,
\]
\[
[J^1,K^2]=[S^{23},S^{02}]=ig^{22}S^{30}=iK^3,
\]
\[
[K^1,K^2]=[S^{01},S^{02}]=-ig^{00}S^{12}=-iJ^3 .
\]

Likewise \([J^1,K^1]=0\), since no index is shared, and \([J^1,K^3]=-ig^{33}S^{20}=-iK^2\). Cyclic relabelling of the axes supplies the rest:

\[
[J^i,J^j]=i\epsilon^{ijk}J^k,\quad [J^i,K^j]=i\epsilon^{ijk}K^k,\quad
[K^i,K^j]=-i\epsilon^{ijk}J^k. \tag{4}
\]

The last relation has a physical consequence: because the commutator of two boost generators is a rotation generator, boosts along different axes combine into a boost and a rotation. The minus sign fixes the sense of that rotation (Section 9).

Let \(A^i=(J^i+iK^i)/2\) and \(B^i=(J^i-iK^i)/2\). Since \([K^i,J^j]=i\epsilon^{ijk}K^k\) as well,

\[
[A^i,A^j]=\tfrac{i}{4}\epsilon^{ijk}(J^k+iK^k+iK^k+J^k)=i\epsilon^{ijk}A^k,
\]
\[
[A^i,B^j]=\tfrac{i}{4}\epsilon^{ijk}(J^k-iK^k+iK^k-J^k)=0.
\]

Replacing \(i\) by \(-i\) in front of each \(K\) in the first line gives \([B^i,B^j]=i\epsilon^{ijk}B^k\). Thus \(A\) and \(B\) are two commuting angular momenta. They are complex combinations of the generators: the split classifies representations, but does not make the real Lorentz group a product of two rotation groups. The label \((a,b)\) means \(A^2=a(a+1)\) and \(B^2=b(b+1)\).

## 4. The split under \(\gamma_5\)

Each \(\gamma^\mu\) anticommutes with three factors of \(\gamma_5\) and commutes with the fourth, so it anticommutes with \(\gamma_5\). A product of two gammas therefore commutes with it, and \([\gamma_5,S^{\mu\nu}]=0\).

Reordering \((\gamma^0\gamma^1\gamma^2\gamma^3)^2\) takes \(3+2+1=6\) exchanges, which give no net sign. Hence \(\gamma_5^2=i^2(1)(-1)^3=1\), and

\[
P_L=\tfrac12(1-\gamma_5),\qquad P_R=\tfrac12(1+\gamma_5)
\]

are projectors. Also \(\mathrm{tr}\,\gamma_5=\mathrm{tr}\,\gamma^0\gamma_5\gamma^0=-\mathrm{tr}\,\gamma_5=0\); the first equality uses cyclicity and \((\gamma^0)^2=1\). Each eigenspace is therefore two-dimensional.

To locate \(A\) and \(B\), use \(J^3=\tfrac i2\gamma^1\gamma^2\) and \(K^3=\tfrac i2\gamma^0\gamma^3\). Since \(\gamma^3\) commutes with \(\gamma^1\gamma^2\),

\[
\gamma_5J^3=-\tfrac12\gamma^0(\gamma^1\gamma^2\gamma^1\gamma^2)\gamma^3
=\tfrac12\gamma^0\gamma^3=-iK^3,
\]

where \(\gamma^1\gamma^2\gamma^1\gamma^2=-(\gamma^1)^2(\gamma^2)^2=-1\). The other axes follow cyclically, so \(iK^i=-\gamma_5J^i\) and

\[
A^i=P_LJ^i,\qquad B^i=P_RJ^i. \tag{5}
\]

Since \((J^3)^2=-\tfrac14\gamma^1\gamma^2\gamma^1\gamma^2=\tfrac14\), and likewise for the other axes, \(J^2=\tfrac34\). Hence

\[
A^2=\tfrac34P_L,\qquad B^2=\tfrac34P_R .
\]

On the left-handed space, \(\gamma_5=-1\), \(A\) has spin 1/2 and \(B\) vanishes: this is (1/2,0). On the right-handed space, \(\gamma_5=+1\), the roles are exchanged: this is (0,1/2). No choice of basis was used.

Both halves have spin 1/2 under rotations and differ in the sign of \(K\). Parity reverses boosts but not rotations, so it must exchange them. Indeed \(\gamma^0\) leaves \(\gamma^0\) unchanged under conjugation and reverses each \(\gamma^i\), while \(\gamma^0P_L\gamma^0=P_R\). One half alone carries a representation of the rotations and boosts, but not once parity is included. Since \(P_L\gamma^\mu=\gamma^\mu P_R\), the Dirac equation with \(m\ne0\) couples the two halves.

## 5. Finite transformations and the Dirac equation

For a rotation vector \(\boldsymbol\theta\) and a rapidity vector \(\boldsymbol\eta\), let

\[
D=e^{-iG},\quad G=\boldsymbol\theta\cdot\mathbf J+\boldsymbol\eta\cdot\mathbf K,
\qquad \Lambda=e^{-iV_G},
\]

where \(V_G\) is the same combination of the vector generators. Put \(F^\mu(t)=e^{itG}\gamma^\mu e^{-itG}\). By (2),

\[
\frac{dF^\mu}{dt}=-ie^{itG}[\gamma^\mu,G]e^{-itG}=-i(V_G)^\mu{}_\nu F^\nu .
\]

With \(F^\mu(0)=\gamma^\mu\), the solution at \(t=1\) is

\[
D^{-1}\gamma^\mu D=\Lambda^\mu{}_\nu\gamma^\nu. \tag{6}
\]

The signs can be read off from \(V\). The matrix \(-iV^{01}\) has entries \(+1\) at positions (0,1) and (1,0), so positive \(\eta\) gives a particle at rest a velocity along \(+x\). The matrix \(-iV^{12}\) sends \((x,y)\) to \((-y,x)\), which generates a counterclockwise rotation about \(z\).

Let \(\psi\) solve the free equation \(i\gamma^\mu\partial_\mu\psi=m\psi\), and define \(\psi'(x)=D\psi(y)\) with \(y=\Lambda^{-1}x\). The chain rule and (6) give

\[
i\gamma^\mu\partial_\mu\psi'
=iD(D^{-1}\gamma^\mu D)(\Lambda^{-1})^\nu{}_\mu\frac{\partial\psi}{\partial y^\nu}
=iD\gamma^\nu\frac{\partial\psi}{\partial y^\nu}=m\psi'.
\]

The transformed spinor solves the same equation; this is Lorentz covariance.

For the group structure, choose the chiral basis. Let \(s_0=\bar s_0=1\), \(s_i=\sigma_i\) and \(\bar s_i=-\sigma_i\), with \(\sigma_i\) the Pauli matrices. Then

\[
\gamma^\mu=\begin{pmatrix}0&s_\mu\\ \bar s_\mu&0\end{pmatrix},\quad
\gamma_5=\begin{pmatrix}-1&0\\0&1\end{pmatrix},
\]
\[
J^i=\tfrac12\begin{pmatrix}\sigma_i&0\\0&\sigma_i\end{pmatrix},\quad
K^i=\tfrac i2\begin{pmatrix}-\sigma_i&0\\0&\sigma_i\end{pmatrix}.
\]

The index on \(s_\mu\) is a label; no metric sign is implied. The lower, right-handed block of \(D\) is

\[
M=\exp\!\big[\tfrac12(\boldsymbol\eta-i\boldsymbol\theta)\cdot\boldsymbol\sigma\big],\qquad \det M=1,
\]

because the exponent is traceless. The upper block is \(\exp[\tfrac12(-\boldsymbol\eta-i\boldsymbol\theta)\cdot\boldsymbol\sigma]=(M^\dagger)^{-1}\). Thus

\[
D(M)=\begin{pmatrix}(M^\dagger)^{-1}&0\\0&M\end{pmatrix}. \tag{7}
\]

For a pure boost \(M\) is Hermitian, not unitary. The density \(\psi^\dagger\psi\) is then in general not invariant: \(D^\dagger D\) has eigenvalues \(e^{\pm|\boldsymbol\eta|}\).

## 6. From SL(2,C) to Lorentz matrices

Take any \(M\) in SL(2,C), whether or not it is an exponential. Associate with a four-vector the Hermitian matrix

\[
X=x^0+\mathbf x\cdot\boldsymbol\sigma,\qquad \det X=(x^0)^2-\mathbf x^2,
\]

and let \(X'=MXM^\dagger\). This is Hermitian, so it defines a real vector \(x'\). Its determinant is \(|\det M|^2\det X=\det X\), so the map is a Lorentz transformation. Since \(\mathrm{tr}(s_\mu s_\nu)=2\delta_{\mu\nu}\), its matrix is

\[
\Lambda(M)^\mu{}_\nu=\tfrac12\mathrm{tr}(s_\mu Ms_\nu M^\dagger). \tag{8}
\]

From \(M_1(M_2XM_2^\dagger)M_1^\dagger=(M_1M_2)X(M_1M_2)^\dagger\) follows \(\Lambda(M_1)\Lambda(M_2)=\Lambda(M_1M_2)\).

This map is the one that (6) requires. With (7), the upper right block of \(D^{-1}\gamma^\mu D\) is \(M^\dagger s_\mu M\). Its coefficient along \(s_\nu\) is

\[
\tfrac12\mathrm{tr}(s_\nu M^\dagger s_\mu M)=\tfrac12\mathrm{tr}(s_\mu Ms_\nu M^\dagger)=\Lambda^\mu{}_\nu
\]

by cyclicity. For the lower left block use the adjugate \(\mathrm{adj}\,Y=\mathrm{tr}Y-Y\). It is linear, equals \(Y^{-1}\det Y\) for invertible \(Y\), reverses products, and maps \(s_\mu\) to \(\bar s_\mu\). Applied to \(M^\dagger s_\mu M=\Lambda^\mu{}_\nu s_\nu\), it yields

\[
M^{-1}\bar s_\mu(M^\dagger)^{-1}=\Lambda^\mu{}_\nu\bar s_\nu ,
\]

which is the lower left block. So (6) holds for all of SL(2,C). As the \(\gamma^\nu\) are independent, (8) agrees with \(e^{-iV_G}\) whenever \(M\) is an exponential.

**The image is proper and orthochronous.** First, \(\Lambda^0{}_0=\tfrac12\mathrm{tr}(MM^\dagger)>0\). The 00 element of \(\Lambda^Tg\Lambda=g\) gives \((\Lambda^0{}_0)^2=1+\sum_i(\Lambda^i{}_0)^2\), hence \(\Lambda^0{}_0\ge1\).

For the determinant, let \(H=\sqrt{MM^\dagger}\), which is positive with determinant 1, and \(U=H^{-1}M\). Then \(UU^\dagger=H^{-1}MM^\dagger H^{-1}=1\) and \(\det U=1\). Diagonalization shows that \(H=e^{\boldsymbol\eta\cdot\boldsymbol\sigma/2}\) and \(U=e^{-i\boldsymbol\theta\cdot\boldsymbol\sigma/2}\) for real vectors \(\boldsymbol\eta,\boldsymbol\theta\). Thus \(\Lambda(M)=\Lambda(H)\Lambda(U)\) is a product of two exponentials of traceless matrices, and \(\det\Lambda=1\).

## 7. Two matrices for each Lorentz transformation

**Kernel.** Suppose \(Ms_\nu M^\dagger=s_\nu\) for all \(\nu\). The case \(\nu=0\) gives \(M^\dagger=M^{-1}\). The others then say that \(M\) commutes with every \(\sigma_i\). A matrix commuting with \(\sigma_3\) is diagonal, and commuting with \(\sigma_1\) makes its two entries equal. So \(M=c\), and \(c^2=\det M=1\) gives \(c=\pm1\). If \(\Lambda(M)=\Lambda(N)\), then \(N^{-1}M\) lies in this kernel, so \(M=\pm N\).

**Every transformation is reached.** Let \(\Lambda\) be proper and orthochronous, with first column \(u\), so that \(u^0\ge1\) and \((u^0)^2-\mathbf u^2=1\). Set \(Q=u^0+\mathbf u\cdot\boldsymbol\sigma\). It has trace \(2u^0\) and determinant 1, so it is positive and \(Q^2=2u^0Q-1\). Therefore \((1+Q)^2=2(1+u^0)Q\), and

\[
H=\frac{1+Q}{\sqrt{2(1+u^0)}},\qquad H^2=Q,\qquad \det H=1. \tag{9}
\]

Since \(Hs_0H=Q\), the boost \(\Lambda(H)\) takes the time direction \(e_0\) to \(u\). Hence \(R=\Lambda(H)^{-1}\Lambda\) leaves \(e_0\) fixed. It preserves the metric, so it maps vectors orthogonal to \(e_0\) into such vectors: its spatial block, again called \(R\), is orthogonal with determinant 1. For this \(3\times3\) block,

\[
\det(R-1)=\det[R(1-R^T)]=\det(1-R)=-\det(R-1)=0 .
\]

There is a fixed axis \(\mathbf n\), and in the plane perpendicular to it \(R\) is a rotation by some angle \(\theta\). The matrix \(U=e^{-i\theta\mathbf n\cdot\boldsymbol\sigma/2}\) produces it, so \(\Lambda=\Lambda(HU)\). The preimages are exactly \(HU\) and \(-HU\).

## 8. Why the sign remains

For a rotation about \(z\),

\[
U(\theta)=\cos(\theta/2)-i\sigma_3\sin(\theta/2).
\]

At \(\theta=2\pi\) the Lorentz matrix has returned to 1 but \(U=-1\); \(U\) returns at \(4\pi\). Suppose a sign could be chosen continuously for every Lorentz transformation. Along this path the choice would be \(\pm U(\theta)\) with a constant sign, and would differ at 0 and \(2\pi\), although the Lorentz matrix is the same. No such choice exists. Giving up continuity does not help if products are to be respected: a half turn squares to the identity as a Lorentz matrix, while \((\pm U(\pi))^2=-1\) for either sign.

A separate caution concerns exponentials. A traceless \(2\times2\) matrix \(Y\) obeys \(Y^2=\lambda^2\) with \(\lambda^2=-\det Y\), so \(e^Y=\cosh\lambda+Y\sinh\lambda/\lambda\). If the trace of \(e^Y\) is \(-2\), then \(\cosh\lambda=-1\), so \(\lambda\ne0\), \(\sinh\lambda=0\) and \(e^Y=-1\). Hence

\[
T=\begin{pmatrix}-1&1\\0&-1\end{pmatrix}
\]

is in SL(2,C) but is not such an exponential. Its negative is one: \(-T=e^N\), where \(N\) has the single nonzero entry \(N_{12}=-1\). Both give the same Lorentz matrix. This is why Section 6 writes a general \(M\) as a product of two exponentials. The obstruction found here lies in SL(2,C): the Lorentz matrix \(\Lambda(T)=\Lambda(e^N)\) is itself a single exponential \(e^{-iV_G}\).

## 9. Worked example: two perpendicular boosts

Boost first along \(x\) with rapidity \(\eta_1=1.2\), then along \(y\) with \(\eta_2=0.8\). Write \(c_a=\cosh(\eta_a/2)\) and \(s_a=\sinh(\eta_a/2)\) for \(a=1,2\) in this section. Since \(\sigma_2\sigma_1=-i\sigma_3\),

\[
M=(c_2+s_2\sigma_2)(c_1+s_1\sigma_1)
=c_1c_2+c_2s_1\sigma_1+c_1s_2\sigma_2-is_1s_2\sigma_3 .
\]

Decompose \(M=HU\): a rotation followed by a boost. Neither boost affects \(z\), so the total boost lies in the \(xy\) plane and the rotation is about \(z\):

\[
H=\cosh\tfrac\eta2+\mathbf n\cdot\boldsymbol\sigma\sinh\tfrac\eta2,\qquad
U=\cos\tfrac\theta2-i\sigma_3\sin\tfrac\theta2 .
\]

The product \((\mathbf n\cdot\boldsymbol\sigma)\sigma_3\) contains neither 1 nor \(\sigma_3\). Comparing those two coefficients gives \(\cosh(\eta/2)\cos(\theta/2)=c_1c_2\) and \(\cosh(\eta/2)\sin(\theta/2)=s_1s_2\), hence

\[
\tan\frac\theta2=\tanh\frac{\eta_1}2\tanh\frac{\eta_2}2
=0.53705\times0.37995=0.20405 .
\]

The angle is \(\theta=0.4026\) rad, or 23.07°. The numerical check finds the same angle from \(4\times4\) matrices alone. For small rapidities \(\theta\approx\eta_1\eta_2/2\), the rotation expected from \([K^1,K^2]=-iJ^3\). Here that estimate gives 0.48 rad, about 19% above the true angle. When both rapidities grow without limit, \(\theta\) tends to 90°.

The first column of \(\Lambda\) is \((2.4216,\,1.5095,\,1.6081,\,0)\), the four-velocity given to a particle at rest. Its time component is \(\cosh\eta=\cosh\eta_1\cosh\eta_2\), so \(\eta=1.5319\) and the speed is \(\tanh\eta=0.9108\) of the speed of light. The first row is \((2.4216,\,2.0188,\,0.8881,\,0)\). A pure boost has a symmetric matrix; the difference between row and column shows the rotation.

The eigenvalues of \(H\) are \(e^{\eta/2}=2.1511\) and \(e^{-\eta/2}=0.4649\). A right-handed component with spin along \(\mathbf n\) after the rotation is stretched by the first factor. The left-handed block is \((M^\dagger)^{-1}=H^{-1}U\), so the corresponding left-handed component is reduced by the second. Both chiralities undergo the same rotation and opposite stretching, as the signs of \(J\) and \(K\) in the two representations require.

## Numbers as computed

```
All quantities dimensionless unless a unit is shown
Largest algebra error, spinor generators: 0.0e+00
Largest algebra error, vector generators: 0.0e+00
gamma5 diagonal, chiral basis: [-1. -1.  1.  1.]
A^2 diagonal, chiral basis: [0.75 0.75 0.   0.  ]
B^2 diagonal, chiral basis: [0.   0.   0.75 0.75]
Dimension of the commutant of the Pauli matrices: 1
Continuous lift of a rotation about z, half trace of M:
  angle 0 pi rad: 1.0000
  angle 1 pi rad: 0.0000
  angle 2 pi rad: -1.0000
  angle 3 pi rad: 0.0000
  angle 4 pi rad: 1.0000
First rapidity, along x: 1.2
Second rapidity, along y: 0.8
tanh(eta1/2): 0.537050
tanh(eta2/2): 0.379949
M of the combined boosts, rows:
   +1.281574-0.261507i  +0.688269-0.486933i
   +0.688269+0.486933i  +1.281574+0.261507i
Lorentz matrix of the combined boosts, rows t x y z:
    2.421634   2.018806   0.888106   0.000000
    1.509461   1.810656   0.000000   0.000000
    1.608054   1.340562   1.337435   0.000000
    0.000000   0.000000   0.000000   1.000000
Total rapidity: 1.531942
Total speed / c: 0.910756
Direction of the total boost (x y z): [0.684402 0.729105 0.      ]
Rotation angle from 4x4 matrices: 0.402576 rad
Rotation angle from half-angle formula: 0.402576 rad
Rotation angle converted: 23.0659 degrees
Smaller chiral stretching factor: 0.464882
Larger chiral stretching factor: 2.151082
```
